# Forward momentum at the tunnel exit and magnetic drift at return: a program that tests the result

```python
"""Forward momentum at the tunnel exit and magnetic drift of the returning packet.

Results under test (atomic units, c = speed of light):
  entrance momentum -2 Ip/(3c), exit momentum +Ip/(3c), gain Ip/c;
  drift = rms packet width at
  F_c = [2 c w^2 theta sqrt(cos phi0) / (g sqrt(2 kappa))]^(2/3).
Ip: ionization energy; kappa = sqrt(2 Ip); F: peak force on the electron;
w: laser frequency; phi0: birth phase; theta: phase elapsed until return;
g: integral of (sin phi - sin phi0)^2 from birth to return.
The wave travels along z, the electric force acts along x.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airye
from pyscf import gto, scf

C = 1 / const.fine_structure
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
FIELD_SI = const.physical_constants["atomic unit of electric field"][0]


# ---------- squared Dirac equation in static crossed fields ----------
def check_squared_dirac():
    x, energy, pz = sp.symbols("x energy pz", real=True)
    force, c = sp.symbols("force c", positive=True)
    s1 = sp.Matrix([[0, 1], [1, 0]])
    s3 = sp.Matrix([[1, 0], [0, -1]])
    zero = sp.zeros(2)
    g0 = sp.diag(1, 1, -1, -1)
    g1 = sp.Matrix(sp.BlockMatrix([[zero, s1], [-s1, zero]]))
    g3 = sp.Matrix(sp.BlockMatrix([[zero, s3], [-s3, zero]]))
    psi = sp.Matrix([sp.Function("u%d" % k)(x) for k in range(4)])
    kin0 = (energy + force * x) / c
    kin3 = pz + force * x / c

    def slash(v):
        return g0 * v * kin0 + sp.I * g1 * v.diff(x) - g3 * v * kin3

    spin = -sp.I * force / c * (g0 * g1 + g1 * g3)
    scalar = psi * (kin0**2 - kin3**2) + psi.diff(x, 2)
    difference = (slash(slash(psi)) - scalar - spin * psi).applyfunc(sp.expand)
    assert difference == sp.zeros(4, 1)
    assert (spin * spin).applyfunc(sp.expand) == sp.zeros(4)
    assert spin != sp.zeros(4)


check_squared_dirac()


# ---------- ionization energy of the 2s electron of O5+ ----------
def hartree_fock_energy(charge, spin, smallest, ratio, count):
    shells = [[0, [smallest * ratio**k, 1.0]] for k in range(count)]
    mol = gto.M(atom="O 0 0 0", charge=charge, spin=spin,
                basis={"O": shells}, verbose=0)
    mf = scf.UHF(mol)
    mf.init_guess = "1e"
    mf.conv_tol = 1e-10
    value = mf.kernel()
    assert mf.converged
    return value


def ionization_energy(*basis):
    return hartree_fock_energy(6, 0, *basis) - hartree_fock_energy(5, 1, *basis)


ip = ionization_energy(0.2, 1.8, 20)
ip_other_basis = ionization_energy(0.25, 2.0, 16)
assert abs(ip - ip_other_basis) * HARTREE < 0.02
kappa = np.sqrt(2 * ip)


# ---------- barrier exponent from the relativistic energy relation ----------
def px_squared(x, pz, force, energy):
    return ((energy + force * x) / C)**2 - C**2 - (pz + force * x / C)**2


def barrier_exit(pz, force, energy):
    start = px_squared(0.0, pz, force, energy)
    slope = (px_squared(10.0, pz, force, energy) - start) / 10
    return -start / slope, slope


NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def barrier_exponent(pz, force, energy):
    pz = np.asarray(pz, dtype=float)[..., None]
    end, _ = barrier_exit(pz, force, energy)
    u = (NODES + 1) / 2
    x = end * (1 - u**2)
    root = np.sqrt(np.maximum(-px_squared(x, pz, force, energy), 0))
    return np.sum(WEIGHTS / 2 * 2 * root * 2 * end * u, axis=-1)


def stationary_point(function, low, high, step=0.01):
    return brentq(lambda p: float(function(p + step) - function(p - step)),
                  low, high, xtol=1e-12)


def entrance_momentum(binding):
    eps = C - binding / C
    return (3 * eps - np.sqrt(eps**2 + 8 * C**2)) / 4


for binding, force in ((ip, 0.8), (0.3 * C**2, 1e4)):
    energy = C**2 - binding
    guess = binding / C
    p_num = stationary_point(lambda p: barrier_exponent(p, force, energy),
                             -2 * guess, guess)
    end, _ = barrier_exit(p_num, force, energy)
    assert abs(px_squared(end, p_num, force, energy)) < 1e-6
    exit_num = p_num + force * end / C
    assert abs(p_num / entrance_momentum(binding) - 1) < 1e-3
    assert abs(exit_num / (-entrance_momentum(binding) / 2) - 1) < 1e-3
    if binding == ip:
        assert abs(p_num / (-2 * ip / (3 * C)) - 1) < 2e-3
        assert abs(exit_num / (ip / (3 * C)) - 1) < 2e-3
        assert abs(force * end / C / (ip / C) - 1) < 2e-3
exit_momentum = -entrance_momentum(ip) / 2


# ---------- exact outgoing Airy wave: prefactor correction fades with F ----
def log_flux(pz, force):
    energy = C**2 - ip
    _, slope = barrier_exit(pz, force, energy)
    xi = -px_squared(0.0, pz, force, energy) / slope**(2 / 3)
    scaled_bi = airye(xi)[2]
    return np.log(slope) / 3 - 2 * np.log(scaled_bi) - 4 / 3 * xi**1.5


airy_errors = []
for force in (0.8, 0.2):
    peak = stationary_point(lambda p: log_flux(p, force), -0.2, 0.2)
    airy_errors.append(abs(peak / entrance_momentum(ip) - 1))
assert airy_errors[1] < 0.006
assert 3 < airy_errors[0] / airy_errors[1] < 5


# ---------- return of the electron in the oscillating field ----------
def return_phase(phi0):
    def position(phi):
        return np.cos(phi0) - np.cos(phi) - (phi - phi0) * np.sin(phi0)
    return brentq(position, phi0 + 0.5, 2 * np.pi)


def drift_integral(phi0):
    phir = return_phase(phi0)
    theta = phir - phi0
    g = (theta * (0.5 - np.sin(phi0)**2)
         - (np.sin(2 * phir) - np.sin(2 * phi0)) / 4)
    return theta, g


best = minimize_scalar(
    lambda p: -(np.sin(return_phase(p)) - np.sin(p))**2,
    bounds=(0.05, 0.8), method="bounded", options={"xatol": 1e-8})
phi0 = best.x
return_energy_factor = -2 * best.fun
theta, g = drift_integral(phi0)
g_quad = quad(lambda p: (np.sin(p) - np.sin(phi0))**2, phi0, phi0 + theta)[0]
assert abs(g - g_quad) < 1e-8

# For birth at the field maximum g/theta tends to 1/2; the deviation falls
# as the square root of the birth phase, so a very small phase is needed.
limit_deviation = []
for early_phase in (1e-4, 1e-6):
    theta_early, g_early = drift_integral(early_phase)
    limit_deviation.append(abs(g_early / theta_early - 0.5))
assert limit_deviation[1] < 1e-3
assert 9 < limit_deviation[0] / limit_deviation[1] < 11


def threshold_field(frequency, binding):
    k = np.sqrt(2 * binding)
    return (2 * C * frequency**2 * theta * np.sqrt(np.cos(phi0))
            / (g * np.sqrt(2 * k)))**(2 / 3)


photon_ev = 1.5
omega = photon_ev / HARTREE
field = threshold_field(omega, ip)
local_field = field * np.cos(phi0)
travel_time = theta / omega
sigma_p = np.sqrt(local_field / (2 * kappa))
tau = kappa / local_field
width = np.sqrt((tau**2 + travel_time**2) / (2 * tau))
laser_drift = field**2 * g / (2 * C * omega**3)
exit_drift = exit_momentum * travel_time
drift = laser_drift + exit_drift
ponderomotive = field**2 / (4 * omega**2)
assert abs(exit_drift / laser_drift
           / (ip * theta / (6 * ponderomotive * g)) - 1) < 2e-3

# ---------- packet built from the barrier exponent, propagated freely ------
p_grid = np.linspace(-7 * sigma_p, 7 * sigma_p, 30001)
exponent = barrier_exponent(p_grid, local_field, C**2 - ip)
amplitude = np.exp(-(exponent - exponent.min()) / 2
                   - 0.5j * p_grid**2 * travel_time)
norm = np.sum(abs(amplitude)**2)
derivative = np.gradient(amplitude, p_grid)
mean_z = np.real(np.sum(np.conj(amplitude) * 1j * derivative)) / norm
mean_z2 = np.sum(abs(derivative)**2) / norm
width_num = np.sqrt(mean_z2 - mean_z**2)
mean_p = np.sum(p_grid * abs(amplitude)**2) / norm
sigma_p_num = np.sqrt(np.sum((p_grid - mean_p)**2 * abs(amplitude)**2) / norm)
assert abs(sigma_p_num / sigma_p - 1) < 0.03
assert abs(width_num / width - 1) < 0.03


def packet_density(z):
    return abs(np.sum(amplitude * np.exp(1j * p_grid * z)))**2


# The packet centre of this free propagation is mean_p * travel_time.
centre = mean_p * travel_time
core_fraction = (packet_density(centre - width_num) / packet_density(centre))
assert abs(core_fraction / np.exp(-0.5) - 1) < 0.04


# ---------- full relativistic Lorentz force in the travelling wave ---------
def lorentz_return(force, frequency, pz_start, x_start=0.0):
    def motion(t, y):
        x, z, px, pz = y
        gamma = np.sqrt(1 + (px**2 + pz**2) / C**2)
        vx, vz = px / gamma, pz / gamma
        electric = force * np.cos(frequency * (t - z / C))
        return [vx, vz, electric * (1 - vz / C), electric * vx / C]

    def at_core(t, y):
        return y[0]
    at_core.terminal = True
    at_core.direction = -1
    start = phi0 / frequency
    run = solve_ivp(motion, (start, start + 7.5 / frequency),
                    [x_start, 0.0, 0.0, pz_start], method="DOP853",
                    events=at_core, rtol=1e-9, atol=1e-9)
    assert len(run.t_events[0]) == 1
    return run.y_events[0][0][1]


def trajectory_ratio(force, frequency, binding):
    exit_pz = -entrance_momentum(binding) / 2
    spread_p = np.sqrt(force * np.cos(phi0) / (2 * np.sqrt(2 * binding)))
    central = lorentz_return(force, frequency, exit_pz)
    displaced = lorentz_return(force, frequency, exit_pz + spread_p)
    return central / (displaced - central)


def trajectory_threshold(frequency, binding):
    estimate = threshold_field(frequency, binding)
    return brentq(lambda f: trajectory_ratio(f, frequency, binding) - 1,
                  0.6 * estimate, 1.5 * estimate, xtol=1e-6)


drift_lorentz = lorentz_return(field, omega, exit_momentum)
assert abs(drift_lorentz / drift - 1) < 0.02
drift_offset = lorentz_return(field, omega, exit_momentum, ip / local_field)
assert abs(drift_offset / drift_lorentz - 1) < 0.05
field_lorentz = trajectory_threshold(omega, ip)
assert abs(field_lorentz / field - 1) < 0.06
half_frequency = trajectory_threshold(omega / 2, ip) / field_lorentz
quarter_binding = trajectory_threshold(omega, ip / 4) / field_lorentz
assert abs(half_frequency / 2**(-4 / 3) - 1) < 0.04
assert abs(quarter_binding / 4**(1 / 6) - 1) < 0.04


# ---------- one-dimensional Coulomb barrier of the remaining ion ----------
def coulomb_barrier(pz, charge):
    def kappa2(x):
        return (2 * (ip - local_field * x - charge / x)
                + (pz + local_field * x / C)**2)
    middle = np.sqrt(charge / local_field)
    inner = brentq(kappa2, charge / (2 * ip), middle, xtol=1e-14)
    outer = brentq(kappa2, middle, 2 * ip / local_field, xtol=1e-14)
    u = NODES * np.pi / 2
    half = (outer - inner) / 2
    x = (outer + inner) / 2 + half * np.sin(u)
    root = np.sqrt(np.maximum(kappa2(x), 0))
    action = 2 * np.sum(WEIGHTS * np.pi / 2 * root * half * np.cos(u))
    return action, inner, outer


def coulomb_exit_momentum(charge):
    pz = stationary_point(lambda p: coulomb_barrier(p, charge)[0], -0.2, 0.2)
    return pz + local_field * coulomb_barrier(pz, charge)[2] / C


ion_charge = 6
suppression_field = ip**2 / (4 * ion_charge)
assert local_field < suppression_field
coulomb_exit = coulomb_exit_momentum(ion_charge)
_, inner, outer = coulomb_barrier(0.0, ion_charge)
upper = quad(lambda u: ((outer + inner) / 2
             + (outer - inner) / 2 * np.sin(u))**1.5, -np.pi / 2, np.pi / 2)[0]
lower = quad(lambda u: ((outer + inner) / 2
             + (outer - inner) / 2 * np.sin(u))**0.5, -np.pi / 2, np.pi / 2)[0]
assert abs(coulomb_exit / (local_field * (outer - upper / lower) / C) - 1) < 0.01
assert abs(coulomb_exit_momentum(0.01) / exit_momentum - 1) < 0.03


# ---------- printed numbers ----------
def intensity_si(force):
    return 0.5 * const.epsilon_0 * const.c * (force * FIELD_SI)**2


def intensity_ev(force):
    return intensity_si(force) / const.e * 1e-20 * 1e-15


to_evc = C * HARTREE
to_field = HARTREE / BOHR
early_field = (4 * C * omega**2 / np.sqrt(2 * kappa))**(2 / 3)
print(f"O5+ ionization energy, UHF difference: {ip * HARTREE:.2f} eV")
print(f"change with the other s basis: {(ip_other_basis - ip) * HARTREE:.5f} eV")
print(f"photon energy: {photon_ev:.2f} eV")
print(f"entrance momentum: {entrance_momentum(ip) * to_evc:.2f} eV/c")
print(f"magnetic gain Ip/c: {ip * HARTREE:.2f} eV/c")
print(f"exit momentum, relativistic: {exit_momentum * to_evc:.2f} eV/c")
print(f"exit momentum Ip/3c: {ip * HARTREE / 3:.2f} eV/c")
print(f"exit momentum Ip/3c over hbar: {ip / (3 * C) / BOHR:.5f} 1/angstrom")
print(f"Airy peak error at forces 0.8, 0.2 a.u.: "
      f"{100 * airy_errors[0]:.2f}, {100 * airy_errors[1]:.2f} percent")
print(f"birth phase: {phi0:.4f} rad")
print(f"return phase: {phi0 + theta:.4f} rad")
print(f"elapsed phase theta: {theta:.4f} rad")
print(f"drift integral g: {g:.4f} (dimensionless)")
print(f"return energy / Up: {return_energy_factor:.3f} (dimensionless)")
print(f"threshold peak force: {field * to_field:.2f} eV/angstrom")
print(f"force at birth: {local_field * to_field:.2f} eV/angstrom")
print(f"threshold intensity: {intensity_ev(field):.0f} eV/(angstrom^2 fs)")
print(f"threshold intensity: {intensity_si(field) / 1e4:.2e} W/cm^2")
print(f"ponderomotive energy: {ponderomotive * HARTREE:.0f} eV")
print(f"Ip/(2 Up): {ip / (2 * ponderomotive):.4f} (dimensionless)")
print(f"rms momentum width: {sigma_p * to_evc:.0f} eV/c")
print(f"exit momentum / rms width: {exit_momentum / sigma_p:.4f} (dimensionless)")
print(f"laser part of drift: {laser_drift * BOHR:.2f} angstrom")
print(f"exit-momentum part of drift: {exit_drift * BOHR:.2f} angstrom")
print(f"total drift, formula: {drift * BOHR:.2f} angstrom")
print(f"total drift, Lorentz trajectory: {drift_lorentz * BOHR:.2f} angstrom")
print(f"drift with start at barrier exit: {drift_offset * BOHR:.2f} angstrom")
print(f"rms packet width, formula: {width * BOHR:.2f} angstrom")
print(f"rms packet width, propagated: {width_num * BOHR:.2f} angstrom")
print(f"density one rms width off centre: {core_fraction:.3f} of centre")
print(f"threshold force, trajectories: {field_lorentz * to_field:.2f} eV/angstrom")
print(f"threshold intensity, trajectories: "
      f"{intensity_si(field_lorentz) / 1e4:.2e} W/cm^2")
print(f"force ratio at half frequency: {half_frequency:.4f}, "
      f"law {2**(-4 / 3):.4f}")
print(f"force ratio at quarter Ip: {quarter_binding:.4f}, law {4**(1 / 6):.4f}")
print(f"threshold force for birth phase 0: {early_field * to_field:.2f} eV/angstrom")
print(f"threshold intensity for birth phase 0: "
      f"{intensity_si(early_field) / 1e4:.2e} W/cm^2")
print(f"barrier-suppression force: {suppression_field * to_field:.2f} eV/angstrom")
print(f"peak force / suppression force: {field / suppression_field:.3f}")
print(f"short-range barrier length: {ip / local_field * BOHR:.2f} angstrom")
print(f"Coulomb barrier from {inner * BOHR:.2f} to {outer * BOHR:.2f} angstrom")
print(f"exit momentum, 1D Coulomb barrier: {coulomb_exit * to_evc:.2f} eV/c")
print("OK")
```

It prints:

```
O5+ ionization energy, UHF difference: 137.88 eV
change with the other s basis: -0.00100 eV
photon energy: 1.50 eV
entrance momentum: -91.92 eV/c
magnetic gain Ip/c: 137.88 eV/c
exit momentum, relativistic: 45.96 eV/c
exit momentum Ip/3c: 45.96 eV/c
exit momentum Ip/3c over hbar: 0.02329 1/angstrom
Airy peak error at forces 0.8, 0.2 a.u.: 1.26, 0.31 percent
birth phase: 0.3134 rad
return phase: 4.3990 rad
elapsed phase theta: 4.0856 rad
drift integral g: 1.6545 (dimensionless)
return energy / Up: 3.173 (dimensionless)
threshold peak force: 44.13 eV/angstrom
force at birth: 41.98 eV/angstrom
threshold intensity: 16130 eV/(angstrom^2 fs)
threshold intensity: 2.58e+16 W/cm^2
ponderomotive energy: 1649 eV
Ip/(2 Up): 0.0418 (dimensionless)
rms momentum width: 1335 eV/c
exit momentum / rms width: 0.0344 (dimensionless)
laser part of drift: 14.04 angstrom
exit-momentum part of drift: 0.48 angstrom
total drift, formula: 14.53 angstrom
total drift, Lorentz trajectory: 14.53 angstrom
drift with start at barrier exit: 14.77 angstrom
rms packet width, formula: 14.06 angstrom
rms packet width, propagated: 13.94 angstrom
density one rms width off centre: 0.610 of centre
threshold force, trajectories: 43.33 eV/angstrom
threshold intensity, trajectories: 2.49e+16 W/cm^2
force ratio at half frequency: 0.3903, law 0.3969
force ratio at quarter Ip: 1.2893, law 1.2599
threshold force for birth phase 0: 38.98 eV/angstrom
threshold intensity for birth phase 0: 2.02e+16 W/cm^2
barrier-suppression force: 55.01 eV/angstrom
peak force / suppression force: 0.802
short-range barrier length: 3.28 angstrom
Coulomb barrier from 0.84 to 2.44 angstrom
exit momentum, 1D Coulomb barrier: 29.31 eV/c
OK
```
